# Why a thermal gradient can fill a porous preform from inside outward

**Question.** A solid is deposited from a gas inside a porous body. The gas enters through one face, and the pores tend to close at that face while the interior is still empty. Why can it help to keep the inlet face cool and the far side hot, and when does this fail?

**Answer.**

**Two opposing trends**

The wall of a pore grows at a rate proportional to the surface rate constant times the local reactant concentration. The reactant is consumed on its way in, so its concentration falls with depth. At uniform temperature nothing offsets that fall: growth is fastest at the mouth, which seals first.

If the temperature rises with depth, the rate constant rises too, and for an activated reaction it rises steeply. Growth is then fastest in the interior, provided that the gain from activation exceeds the loss by depletion. The temperature gradient alone does not guarantee this.

**The model**

Consider a straight capillary of length \(L\) and initial radius \(a_0\), with its mouth at \(x=0\) and a gas-tight wall at \(x=L\). The reactant is dilute, the pressure is uniform, transport is by molecular diffusion, and the surface reaction is first order with rate constant \(k(T)\). The temperature rises linearly from \(T_0\) at the mouth to \(T_1\) at the wall. To represent the slower transport through the winding pores of a real body, the diffusivity \(D\) is divided by a tortuosity \(\tau\).

Let \(C=P/RT\) be the total gas concentration, \(y\) the reactant fraction divided by its inlet value, and \(a\) the radius divided by \(a_0\). What diffuses into a slice of pore and does not leave it is deposited on its wall:
\[
\frac{d}{dx}\left(\pi a_0^2a^2\,\frac{CD}{\tau}\frac{dy}{dx}\right)=2\pi a_0a\,kC\,y .
\]
Set \(\xi=x/L\), with a prime for \(d/d\xi\), and refer all coefficients to their values at \(T_1\):
\[
r=\frac{kC}{k_1C_1},\qquad w=\frac{CD}{C_1D_1},\qquad \phi^2=\frac{2k_1\tau L^2}{a_0D_1}.
\]
Multiplying the balance by \(\tau L^2/(\pi a_0^2C_1D_1)\) gives
\[
(w a^2y')'=\phi^2\,r\,a\,y,\qquad y(0)=1,\quad y'(1)=0 .
\]
The number \(\phi\), the Thiele modulus, compares reaction with diffusion. If \(G\) is the growth rate at \(T_1\) in undepleted gas, and time is measured in units of \(a_0/G\), the radius obeys
\[
\frac{\partial a}{\partial t}=-r\,y .
\]
The gas is treated as steady at each stage of filling.

**The condition for faster growth inside**

Integrate the gas balance from \(\xi\) to the wall, where the flux vanishes:
\[
-w a^2y'(\xi)=\phi^2\int_\xi^1 r\,a\,y\,ds .
\]
The right side is not negative, so \(y\) falls inward whatever the shape of the pore. At uniform temperature \(r\) is constant, and an initially uniform pore must close first at its mouth. For its initial shape the equation is \(y''=\phi^2y\), with solution
\[
y=\frac{\cosh[\phi(1-\xi)]}{\cosh\phi}.
\]

With a gradient, the logarithmic slope of the growth rate is
\[
(\ln ry)'=(\ln r)'-p,\qquad p=-\frac{y'}{y}.
\]
For \(k\propto e^{-E/k_BT}\) and \(C\propto1/T\), and with \(T'=\Delta T=T_1-T_0\),
\[
(\ln r)'=\left(\frac{E}{k_BT^2}-\frac1T\right)\Delta T .
\]
The second term is the thinning of the gas on heating.

The loss \(p\) can be bounded in the initial pore, where \(a=1\). Since \(y(s)\le y(\xi)\) for \(s\ge\xi\),
\[
p(\xi)=\frac{\phi^2}{w(\xi)\,y(\xi)}\int_\xi^1 r\,y\,ds\;\le\;\frac{\phi^2}{w(\xi)}\int_\xi^1 r\,ds .
\]
The initial growth rate therefore rises all the way inward if \((\ln r)'>0\) and, at every depth before the wall,
\[
\frac{\phi^2}{w\,(\ln r)'}\int_\xi^1 r\,ds<1 .
\]
This condition is sufficient, not necessary.

**A case that can be solved**

Take \(w=1\) and \(r=e^{\beta(\xi-1)}\), so that \(\beta\) is the logarithmic gain in rate across the part. The integral is then at most \((1-e^{-\beta})/\beta\), and the condition becomes
\[
\phi^2(1-e^{-\beta})<\beta^2 .
\]
For a strong gradient it is met when \(\phi\) is less than about \(\beta\); growth may still rise inward at somewhat larger \(\phi\).

The initial gas profile follows from the variable
\[
z=\frac{2\phi}{\beta}e^{\beta(\xi-1)/2},\qquad z'=\frac{\beta z}{2}.
\]
Then \(y''=(\beta^2/4)(z^2y_{zz}+zy_z)\), while \(\phi^2r=\beta^2z^2/4\). The balance becomes \(z^2y_{zz}+zy_z-z^2y=0\), the modified Bessel equation of order zero, so \(y=AI_0(z)+BK_0(z)\). Let \(z_0\) and \(z_1\) be the values at mouth and wall. Zero flux at the wall requires \(AI_1(z_1)=BK_1(z_1)\), and \(y=1\) at the mouth fixes the scale:
\[
y=\frac{I_0(z)K_1(z_1)+K_0(z)I_1(z_1)}{I_0(z_0)K_1(z_1)+K_0(z_0)I_1(z_1)} .
\]
At \(z=z_1\) the numerator equals \(1/z_1\), by the Wronskian of \(I_0\) and \(K_0\). The ratio of wall growth to mouth growth is therefore
\[
\frac{e^\beta}{z_1[I_0(z_0)K_1(z_1)+K_0(z_0)I_1(z_1)]}.
\]
For \(\phi\to0\) the denominator tends to one and the full activation gain \(e^\beta\) remains.

Strong depletion changes the picture. For \(\beta=4\) and \(\phi=12\), the fastest initial growth lies near \(\xi=0.32\), between mouth and wall. The rate still rises just in front of the wall, because \(p=0\) there, but that local rise does not make the wall the fastest place.

**Can gas reach the last opening?**

As a pore fills from the wall, the remaining space ends in a narrow tip. Let \(s\) be the distance from the tip in units of \(L\), and let \(a=\alpha s\) nearby, with \(r\) and \(w\) nearly constant. The balance becomes
\[
s\frac{d^2y}{ds^2}+2\frac{dy}{ds}=\lambda y,\qquad \lambda=\frac{\phi^2r}{\alpha w}.
\]
Inserting \(y=\sum c_ns^n\) gives \(c_{n+1}=\lambda c_n/[(n+1)(n+2)]\), hence
\[
y=y_{\rm tip}\sum_{n=0}^{\infty}\frac{(\lambda s)^n}{n!(n+1)!}
=y_{\rm tip}\frac{I_1(2\sqrt{\lambda s})}{\sqrt{\lambda s}} .
\]
The other solution varies as \(1/s\) near the tip and would carry a finite flow into a point without wall area, so it is excluded. The sum is finite, so if reactant is present near the tip, \(y_{\rm tip}\) is above zero: with molecular diffusion, a cone can fill to its apex.

Near the apex the fractional loss is \(\lambda/2\), so growth rises towards the tip if \(\lambda/2<(\ln r)'\). When depletion is weak, \(a\simeq1-rt\). At the tip \(rt=1\), which gives \(\alpha\simeq(\ln r)'\) and the estimate
\[
\frac{\phi^2r}{w}<2[(\ln r)']^2 .
\]
As the tip moves towards the cool mouth, \(r\) falls and this becomes easier to satisfy. The estimate is too generous near its own limit, where depletion is no longer weak: depletion evens out the radii, so the slope \(\alpha\) is smaller and the tip more slender than assumed, which raises \(\lambda\). The inequality should therefore hold by a good margin before a void-free pore is expected. In the solvable case with \(\beta=2.5\), the pore fills without void when \(\phi^2\) is half of \(2\beta^2\), but leaves about 0.07% of its volume at 0.7 of that limit and about 3% at 0.95.

**A numerical example**

The numbers are rough ones for depositing silicon carbide from methyltrichlorosilane in hydrogen. The part is 10 mm thick, with pores of 25 µm radius, an inlet face at 1200 K and a wall at 1400 K. The pressure is 760 Torr, the inlet reactant fraction 0.05 and \(E=1.9\) eV. At 1400 K, undepleted gas deposits 1.00 µm/h and \(D_1=5.0\) cm²/s; \(D\) varies as \(T^{1.75}\), and \(\tau=3\).

The growth rate divided by the solid's molar volume (12.5 cm³/mol) and by the reactant concentration (0.435 mol/m³) gives \(k_1=5.106\times10^{-3}\) cm/s. Hence
\[
\phi^2=\frac{2(5.106\times10^{-3})(3)(1.0)^2}{(2.5\times10^{-3})(5.0)}=2.45 ,
\]
with lengths in cm. At the mouth the activation gain is 2.90 per thickness and the depletion loss 0.70, so growth increases inward. The largest value of the left side of the sufficient condition is 0.37, below one.

In undepleted gas the wall would grow 11.8 times as fast as the mouth. Its reactant concentration is only 0.567 of that expected from the inlet fraction at the same temperature, so the actual initial ratio is
\[
11.83\times0.567\simeq6.7 .
\]

The ratio is sensitive to \(E\), which is only a rough input: with \(E=1.25\) eV and the same rate at 1400 K it is 2.45, and the condition's value rises to 0.78. An initial ratio does not settle how the pore ends, so the radius was followed in time. The radius falls below 1% of its initial value after 44 h at the wall, 97 h at half depth and 158 h at quarter depth. The mouth closes at 296 h. At every computed depth, closure came no later than at shallower depths, and no trapped void remained at the printed resolution of 0.0001% of the initial pore volume.

The mouth sets the total time because it always sees inlet gas: \(25\ \mu\mathrm{m}/(0.0845\ \mu\mathrm{m/h})\simeq296\) h. A cool mouth keeps the supply route open, at the price of a long process.

**What the comparisons show**

The following cases keep the pore, pressure, inlet fraction and 1400 K reference rate fixed. Void is the percentage of initial pore volume left when the mouth closes.

- Uniform 1200 K leaves 4.0% after the same 296 h. Low temperature alone gives most of the benefit here; the gradient removes the remainder.
- Uniform 1400 K closes the mouth in 25 h and leaves 37.7%.
- A 1400 K inlet with a 1200 K wall leaves 57.4%.
- The original gradient with zero activation energy leaves 44.1%. A hot interior does not help without activation.
- Raising both faces by 200 K leaves 28.7%, although \(\Delta T\) is unchanged. The reaction speeds up far more than diffusion, and the activation gain falls roughly as \(1/T^2\).

At fixed face temperatures \(\phi^2\propto L^2\), while the gain per thickness is unchanged. The sufficient condition thus reaches its limit at \(10/\sqrt{0.373}\simeq16\) mm. This guarantees only the initial ordering of rates in this model, not void-free filling: followed in time, the pore leaves a trace of void already at this thickness, about 1% at 19 mm and about 6% at 22 mm.

**How far the model reaches**

Densified material usually conducts heat better than the porous part. With an assumed conductivity ratio of 3, and conductivity rising linearly with the filled fraction of the pore, more of the temperature drop falls across the open region, and half-depth closure moves from 97 to 86 h. There is still no void at the printed resolution.

Wall collisions limit diffusion below a radius of about 1.7 µm. Including this resistance also left no void at that resolution, though the concentration then falls to zero at an ideal apex, because the diffusivity itself shrinks with the radius. The margin is not large: with the initial radius halved, the same resistance leaves a void of about 0.05%.

Each reactant molecule releases three HCl molecules, so there is a net outflow of two molecules for each one that enters. At a given composition gradient this divides the reactant flux by \(1+2f\), where \(f\) is the local reactant fraction. The loss is at most \(0.1/1.1\simeq9.1\%\), at the inlet, and 4.7% for a path along which the reactant falls from the inlet fraction to zero. Thermal diffusion drives the heavy reactant towards the cool face and so works against the hot interior. A factor of 0.3 would, in the absence of reaction, change the reactant fraction across the part by about 4.6% of its own value. For so heavy a molecule in hydrogen, however, kinetic theory with estimated molecular sizes gives a factor of 1.0 to 1.4 and a change of 14 to 19%. With a factor of 1.2 the initial ratio falls from 6.7 to 5.7, and the pore still fills without void. The gas responds in about 0.6 s, so treating it as steady is safe, and the radial depletion parameter \(k_1a_0/D_1\) is only \(2.6\times10^{-6}\).

A real fibre preform breaks the assumption of separate, equal pores. In this model, halving the radius halves the mouth's closing time to about 148 h and doubles \(\phi^2\), which raises the condition's value from 0.37 to 0.75. In a connected network, narrow passages can therefore close while wider spaces behind them are open, so the vanishing void found here is not a forecast for a real composite. HCl can also slow deposition where it accumulates, and particles may form in hot gas. Neither effect is sized here, and both can weaken the advantage of a hot interior. The numerical output gives the remaining values.

## Values computed for the example and the checks

```
preform thickness: 10 mm
initial pore radius: 25 um
inlet and wall temperature: 1200, 1400 K
activation energy: 1.9 eV
pressure: 760 Torr
inlet reactant fraction: 0.05
undepleted growth rate at 1400 K: 1.00 um/h
molecular diffusivity at 1400 K: 5.0 cm2/s
tortuosity: 3.0
solid molar volume: 12.5 cm3/mol
inlet-gas concentration at 1400 K: 0.435 mol/m3
surface rate constant at 1400 K: 5.106e-03 cm/s
squared hot Thiele modulus: 2.451
undepleted wall/mouth rate ratio: 11.83
log-rate gain per thickness, mouth: 2.90
log-rate gain per thickness, wall: 2.11
log-reactant loss per thickness, mouth: 0.702
initial reactant at wall / inlet: 0.567
initial growth at mouth: 0.0845 um/h
initial growth at wall: 0.5667 um/h
initial wall/mouth growth ratio: 6.70
sufficient criterion (below 1 passes): 0.373
thickness at criterion = 1: 16.4 mm
closing time (radius below 1%), wall: 43.9 h
closing time, half depth: 96.9 h
closing time, quarter depth: 158.3 h
mouth closure time: 295.8 h
trapped void below is a percentage of initial pore volume
cool inlet, hot wall: 0.0000 %
isothermal 1200 K: 4.0 %, 295.8 h
isothermal 1400 K: 37.7 %, 25.0 h
hot inlet, cool wall: 57.4 %, 25.0 h
gradient, zero activation energy: 44.1 %
both faces 200 K hotter: 28.7 %, 25.0 h
isothermal 1200 K on half the grid: 4.0 %
interior-peak model: beta 4, phi 12, peak depth/L 0.325
initial Knudsen diffusivity: 74.2 cm2/s
radius of equal diffusivities: 1.68 um
void with Knudsen resistance: 0.0000 %
dense/porous thermal conductivity: 3.0
void with changing conductivity: 0.0000 %
half-depth closure, changing conductivity: 85.9 h
largest product-counterflow flux loss: 4.7 %
assumed thermal diffusion factor: 0.3
thermal-diffusion composition shift: 4.6 %
radial depletion parameter k a/D: 2.55e-06
gas diffusion time: 0.60 s
```
